# In-plane heat flux across a thick gray film with diffuse surfaces: a numerical check

```python
"""In-plane heat flux across a gray film with diffuse surfaces.

Result under test, with zeta = depth / free path, delta = thickness / free path:
  q/q_bulk = 1 - (3/4)[E2(zeta)-E4(zeta) + E2(delta-zeta)-E4(delta-zeta)]
E_n is the exponential integral. The surface value tends to 1/2 for a thick
film and lies below 1/2 by at most (3/2) exp(-delta)/delta**2 otherwise.
mu is the absolute cosine between phonon direction and film normal.
All lengths inside the functions are in units of the free path.
"""
import numpy as np
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expn


def flux_ratio(zeta, delta):
    def loss(x):
        return expn(2, x) - expn(4, x)
    return 1 - 0.75 * (loss(zeta) + loss(delta - zeta))


def film_ratio(delta):
    return (1 - 3 / (8 * delta)
            + 1.5 / delta * (expn(3, delta) - expn(5, delta)))


def gauss_unit(n):
    x, w = np.polynomial.legendre.leggauss(n)
    return (x + 1) / 2, w / 2


# ---- finite-difference solution of mu dg/dzeta = 1 - g ----
mu_nodes, mu_weights = gauss_unit(40)
phi = (np.arange(12) + 0.5) * 2 * np.pi / 12
# (3/4pi) * integral over directions of Omega_x**2
direction_weight = (3 / (4 * np.pi) * 2 * np.pi * np.mean(np.cos(phi)**2)
                    * mu_weights * (1 - mu_nodes**2))
STEPS = 1000  # grid steps per free path


def solve_transport(delta, specularity=0.0, sweeps=1):
    """Deviation g of the stream that leaves the wall at zeta = 0."""
    n = int(round(delta * STEPS))
    r = delta / n / mu_nodes
    decay = (1 - r / 2) / (1 + r / 2)
    gain = r / (1 + r / 2)
    g = np.zeros((n + 1, mu_nodes.size))
    for _ in range(sweeps):
        g[0] = specularity * g[-1]
        for i in range(n):
            g[i + 1] = decay * g[i] + gain
    return g


g_out = solve_transport(3.0)
numeric_profile = (g_out + g_out[::-1]) @ direction_weight
for zeta in (0.0, 0.3, 1.0, 1.5):
    numeric = numeric_profile[int(round(zeta * STEPS))]
    assert abs(numeric - flux_ratio(zeta, 3.0)) < 2e-5

g_thick = solve_transport(10.0)
arriving_part = g_thick[-1] @ direction_weight
leaving_part = g_thick[0] @ direction_weight
assert abs(arriving_part - 0.5) < 1e-5
assert abs(leaving_part) < 1e-12

# ---- random walk: q/q_bulk = 3 <Omega_x(start) * total x displacement> ----
rng = np.random.default_rng(12345)


def walk(start, delta, events=4, n=2_000_000):
    z = rng.random(n) * delta if start is None else np.full(n, float(start))
    c = rng.uniform(-1, 1, n)
    x = np.zeros(n)
    first = None
    for _ in range(events):
        omega_x = np.sqrt(1 - c**2) * np.cos(2 * np.pi * rng.random(n))
        if first is None:
            first = omega_x
        to_wall = np.where(c > 0, delta - z, z) / (np.abs(c) + 1e-300)
        free = rng.exponential(size=n)
        hit = free >= to_wall
        step = np.minimum(free, to_wall)
        x += step * omega_x
        z = np.clip(z + step * c, 0, delta)
        cosine_law = -np.sign(c) * np.sqrt(1 - rng.random(n))
        z = np.where(hit, np.where(c > 0, delta, 0.0), z)
        c = np.where(hit, cosine_law, rng.uniform(-1, 1, n))
    sample = 3 * first * x
    return sample.mean(), sample.std() / np.sqrt(n)


walk_wall, err_wall = walk(0.0, 10.0)
walk_inside, err_inside = walk(0.5, 3.0)
walk_film, err_film = walk(None, 2.0)
for value, err, formula in (
        (walk_wall, err_wall, flux_ratio(0.0, 10.0)),
        (walk_inside, err_inside, flux_ratio(0.5, 3.0)),
        (walk_film, err_film, film_ratio(2.0))):
    assert err < 0.004                  # statistical error is small
    assert abs(value - formula) < 5 * err  # five standard errors

# ---- finite-thickness shortfall, from the direct angular integral ----
for delta in (0.5, 1.0, 2.0, 5.0, 10.0):
    shortfall = 0.75 * quad(lambda m: (1 - m*m) * np.exp(-delta / m),
                            0, 1, epsabs=1e-14)[0]
    assert 0 < shortfall <= 1.5 * np.exp(-delta) / delta**2
    assert abs(0.5 - shortfall - flux_ratio(0.0, delta)) < 1e-10

# ---- near-wall law, film average and missing layer ----
for zeta in (1e-3, 1e-2):
    law = 0.5 + 0.75 * zeta * (np.log(1 / zeta) + 0.5 - np.euler_gamma)
    assert abs(flux_ratio(zeta, 40.0) - law) < zeta**2
for delta in (0.5, 2.0, 10.0):
    mean = quad(flux_ratio, 0, delta, args=(delta,), limit=200)[0] / delta
    assert abs(mean - film_ratio(delta)) < 1e-7
missing = quad(lambda s: 1 - flux_ratio(s, 60.0), 0, 30, limit=200)[0]
assert abs(missing - 3 / 16) < 1e-7


# ---- partly specular walls: sum of the two streams ----
def streams(zeta, delta, mu, p):
    return 2 - ((1 - p) * (np.exp(-zeta / mu) + np.exp(-(delta - zeta) / mu))
                / (1 - p * np.exp(-delta / mu)))


def streams_mean(delta, mu, p):
    return 2 - (2 * (1 - p) / (1 - p * np.exp(-delta / mu))
                * mu / delta * -np.expm1(-delta / mu))


g_spec = solve_transport(3.0, specularity=0.5, sweeps=12)
spec_profile = (g_spec + g_spec[::-1]) @ direction_weight
for zeta in (0.0, 0.3, 1.5):
    formula = streams(zeta, 3.0, mu_nodes, 0.5) @ direction_weight
    assert abs(spec_profile[int(round(zeta * STEPS))] - formula) < 2e-5
mean = quad(streams, 0, 3.0, args=(3.0, 0.6, 0.5))[0] / 3.0
assert abs(mean - streams_mean(3.0, 0.6, 0.5)) < 1e-9

# ---- worked example: rough values for a thick silicon device layer ----
thickness_nm = 3000.0
path_nm = 300.0
k_bulk = 150.0             # W/(m K)
gradient = 0.1             # K/um, magnitude
delta = thickness_nm / path_nm
bulk_flux = k_bulk * gradient * 1e6 / 1e7   # kW/cm2
surface = flux_ratio(0.0, delta)
k_film = k_bulk * film_ratio(delta)


def depth_nm(level):
    return path_nm * brentq(lambda s: flux_ratio(s, delta) - level,
                            0, delta / 2)


# ---- neglected: spread of free paths and partly specular walls ----
roughness_nm = 0.3
lattice_nm = 0.543
atoms_per_nm3 = 8 / lattice_nm**3
cutoff_wavelength = 2 * np.pi / (6 * np.pi**2 * atoms_per_nm3)**(1 / 3)
nodes, weights = gauss_unit(200)
u, m = np.meshgrid(nodes, nodes, indexing="ij")  # frequency/cutoff, cosine
weight_2d = 0.75 * np.outer(weights, weights * (1 - nodes**2))
delta_u = 3 * delta * u**2
p_u = np.exp(-(4 * np.pi * roughness_nm * m * u / cutoff_wavelength)**2)
spread_surface = np.sum(weight_2d * streams(0.0, delta_u, m, 0.0))
spread_film = np.sum(weight_2d * streams_mean(delta_u, m, 0.0))
both_surface = np.sum(weight_2d * streams(0.0, delta_u, m, p_u))
both_film = np.sum(weight_2d * streams_mean(delta_u, m, p_u))
spread_law = 0.5 - np.sqrt(np.pi) / 7 * np.sqrt(1 / (3 * delta))
assert abs(spread_surface - spread_law) < 1e-4
long_path_share = np.sqrt(1 / (3 * delta))

# ---- neglected: hot operation, oxide leak, nonlinearity ----
hot_T, room_T, exponent = 400.0, 300.0, 1.3
hot_factor = (room_T / hot_T)**exponent
hot_delta = delta / hot_factor
oxide_um, k_oxide = 1.0, 1.4
decay_um = np.sqrt(k_film * thickness_nm / 1000 * oxide_um / k_oxide)
drop_per_path = gradient * path_nm / 1000

print("TESTS")
print(f"finite-difference wall flux, arriving phonons: {arriving_part:.5f}")
print(f"finite-difference wall flux, leaving phonons: {leaving_part:.5f}")
print(f"walk, wall, d/L=10: {walk_wall:.4f} +- {err_wall:.4f}")
print(f"walk, depth 0.5 L, d/L=3: {walk_inside:.4f} +- {err_inside:.4f}"
      f" (formula {flux_ratio(0.5, 3.0):.4f})")
print(f"walk, film mean, d/L=2: {walk_film:.4f} +- {err_film:.4f}"
      f" (formula {film_ratio(2.0):.4f})")
print("SURFACE FLUX / BULK FLUX AGAINST THICKNESS")
for ratio in (0.5, 1.0, 2.0, 5.0):
    print(f"d/L = {ratio:.1f}: {flux_ratio(0.0, ratio):.5f}")
print("EXAMPLE (rough silicon values)")
print(f"thickness: {thickness_nm:.0f} nm; free path L: {path_nm:.0f} nm")
print(f"d/L: {delta:.1f}")
print(f"bulk conductivity: {k_bulk:.0f} W/(m K)")
print(f"gradient: {gradient:.1f} K/um")
print(f"bulk flux: {bulk_flux:.3f} kW/cm2")
print(f"surface flux: {surface * bulk_flux:.3f} kW/cm2")
print(f"surface shortfall below 1/2: {0.5 - surface:.2e}")
print(f"bound on that shortfall: {1.5 * np.exp(-delta) / delta**2:.2e}")
for z_nm in (0, 30, 100, 150, 300, 600, 900, 1500):
    print(f"flux/bulk at {z_nm} nm: {flux_ratio(z_nm / path_nm, delta):.4f}")
print(f"depth for 90% of bulk flux: {depth_nm(0.90):.0f} nm")
print(f"depth for 95% of bulk flux: {depth_nm(0.95):.0f} nm")
print(f"missing bulk layer per surface: {missing * path_nm:.2f} nm")
print(f"film/bulk conductivity: {film_ratio(delta):.4f}")
print(f"film conductivity: {k_film:.1f} W/(m K)")
print("NEGLECTED EFFECTS")
print(f"heat share of paths longer than film: {long_path_share:.3f}")
print(f"spread paths, diffuse: surface ratio {spread_surface:.3f},"
      f" film ratio {spread_film:.3f}")
print(f"roughness: {roughness_nm:.1f} nm; lattice constant:"
      f" {lattice_nm:.3f} nm")
print(f"cutoff wavelength: {cutoff_wavelength:.3f} nm")
print(f"spread paths, partly specular: surface ratio {both_surface:.3f},"
      f" film ratio {both_film:.3f}")
print(f"at {hot_T:.0f} K (power {exponent:.1f}): bulk conductivity"
      f" {k_bulk * hot_factor:.0f} W/(m K), L {path_nm * hot_factor:.0f} nm")
print(f"at {hot_T:.0f} K: surface ratio {flux_ratio(0.0, hot_delta):.4f},"
      f" surface flux"
      f" {bulk_flux * hot_factor * flux_ratio(0.0, hot_delta):.3f} kW/cm2")
print(f"buried oxide: {oxide_um:.1f} um, {k_oxide:.1f} W/(m K)")
print(f"lateral decay length: {decay_um:.1f} um")
print(f"gradient change over one L: {100*path_nm/1000/decay_um:.1f} %")
print(f"vertical/lateral flux at oxide:"
      f" {thickness_nm / 1000 / decay_um:.2f}")
print(f"temperature change over one L: {drop_per_path:.3f} K,"
      f" relative to {room_T:.0f} K: {drop_per_path / room_T:.1e}")
print("every check passed")
```

Running it gives:

```
TESTS
finite-difference wall flux, arriving phonons: 0.50000
finite-difference wall flux, leaving phonons: 0.00000
walk, wall, d/L=10: 0.4973 +- 0.0017
walk, depth 0.5 L, d/L=3: 0.8752 +- 0.0018 (formula 0.8744)
walk, film mean, d/L=2: 0.8187 +- 0.0017 (formula 0.8191)
SURFACE FLUX / BULK FLUX AGAINST THICKNESS
d/L = 0.5: 0.37895
d/L = 1.0: 0.45318
d/L = 2.0: 0.49062
d/L = 5.0: 0.49984
EXAMPLE (rough silicon values)
thickness: 3000 nm; free path L: 300 nm
d/L: 10.0
bulk conductivity: 150 W/(m K)
gradient: 0.1 K/um
bulk flux: 1.500 kW/cm2
surface flux: 0.750 kW/cm2
surface shortfall below 1/2: 3.95e-07
bound on that shortfall: 6.81e-07
flux/bulk at 0 nm: 0.5000
flux/bulk at 30 nm: 0.6739
flux/bulk at 100 nm: 0.8252
flux/bulk at 150 nm: 0.8789
flux/bulk at 300 nm: 0.9532
flux/bulk at 600 nm: 0.9906
flux/bulk at 900 nm: 0.9978
flux/bulk at 1500 nm: 0.9997
depth for 90% of bulk flux: 178 nm
depth for 95% of bulk flux: 289 nm
missing bulk layer per surface: 56.25 nm
film/bulk conductivity: 0.9625
film conductivity: 144.4 W/(m K)
NEGLECTED EFFECTS
heat share of paths longer than film: 0.183
spread paths, diffuse: surface ratio 0.454, film ratio 0.828
roughness: 0.3 nm; lattice constant: 0.543 nm
cutoff wavelength: 0.438 nm
spread paths, partly specular: surface ratio 0.680, film ratio 0.928
at 400 K (power 1.3): bulk conductivity 103 W/(m K), L 206 nm
at 400 K: surface ratio 0.5000, surface flux 0.516 kW/cm2
buried oxide: 1.0 um, 1.4 W/(m K)
lateral decay length: 17.6 um
gradient change over one L: 1.7 %
vertical/lateral flux at oxide: 0.17
temperature change over one L: 0.030 K, relative to 300 K: 1.0e-04
every check passed
```
